# Polarizability, dielectric constants and the Lyddane-Sachs-Teller relation in the shell model

## 1. Result

A rocksalt crystal has one ion of charge $+Z$ and one of charge $-Z$ in each primitive cell of volume $v$. In the Dick-Overhauser shell model, ion $i$ is a core of charge $X_i$ joined by an isotropic spring $k_i$ to a massless shell of charge $Y_i$, so that

$$X_1+Y_1=Z,\qquad X_2+Y_2=-Z .$$

The free-ion polarizability is $\alpha_i=Y_i^2/k_i$. In the crystal, short-range forces couple neighbouring shells with an effective force constant $R$. Define

$$\frac1{R_0}=\frac1R+\frac1{k_1}+\frac1{k_2},\qquad d=\frac{Y_1}{k_1}-\frac{Y_2}{k_2},\qquad Z'=Z-R_0d .$$

The electronic and static polarizabilities per cell are

$$\alpha=\alpha_1+\alpha_2-R_0d^2,\qquad \alpha_0=\alpha+\frac{Z'^2}{R_0}.$$

With $x=4\pi\alpha/3v$ and $x_0=4\pi\alpha_0/3v$, the dielectric constants and the long-wavelength optical frequencies obey

$$\varepsilon_\infty=\frac{1+2x}{1-x},\qquad \varepsilon_0=\frac{1+2x_0}{1-x_0},\qquad \frac{\omega_{LO}^2}{\omega_{TO}^2}=\frac{\varepsilon_0}{\varepsilon_\infty}.$$

The last equation is the Lyddane-Sachs-Teller relation. The algebra uses atomic units, with $4\pi$ in the field equations. The model is harmonic and undamped, the cell volume is fixed, and $R>0$. A stable crystal also needs $x<1$ and $x_0<1$.

## 2. The free ion

Let $w$ be the displacement of the shell from its own core. In a uniform field $E$ the shell feels the electric force $YE$ and the spring force $-kw$. Having no mass, it must feel zero total force, even if the charged ion as a whole accelerates:

$$YE-kw=0\quad\Rightarrow\quad w=\frac{YE}{k}.$$

The dipole moment measured from the core is $Yw$, hence

$$\alpha_{\text{free}}=\frac{Yw}{E}=\frac{Y^2}{k}.$$

The sign of $Y$ drops out here. It will matter in the crystal, where shell displacements combine with ionic displacements. A shell that represents electrons has $Y<0$.

## 3. The short-range force constant

Let nearest-neighbour shells interact through a central potential $V(r)$, with equilibrium distance $r_0$. If a bond along the unit vector $\mathbf n$ acquires a relative displacement $\mathbf s$, its length becomes, to second order,

$$|r_0\mathbf n+\mathbf s|=r_0+\mathbf n\cdot\mathbf s+\frac{s^2-(\mathbf n\cdot\mathbf s)^2}{2r_0}.$$

The second-order energy of the bond is therefore

$$\frac12V''(\mathbf n\cdot\mathbf s)^2+\frac{V'}{2r_0}\left[s^2-(\mathbf n\cdot\mathbf s)^2\right],$$

with derivatives taken at $r_0$. In a uniform optical displacement all six bonds of an ion have the same $\mathbf s$, up to an overall sign that does not affect the energy. The first-order terms cancel between opposite neighbours. Since $\sum_{\mathbf n}(\mathbf n\cdot\mathbf s)^2=2s^2$, the six bonds give

$$\frac12\left[2V''+\frac{(6-2)V'}{r_0}\right]s^2=\frac12Rs^2,\qquad R=2\left(V''+\frac{2V'}{r_0}\right).$$

Consider first one shell with its core and all neighbouring shells held fixed, and leave out the fields of the other ions. The cage adds a restoring force $-Rw$, so

$$(k+R)w=YE\quad\Rightarrow\quad \alpha_{\text{cage}}=\frac{Y^2}{k+R}.$$

This is the simplest form of the reduction: for $R>0$ the repulsion of the neighbours stiffens the shell's spring. In a crystal the neighbouring shells also move, and the replacement $k\to k+R$ for each ion separately is in general no longer correct.

## 4. The field at an ion

The electric field that acts on an ion excludes the ion's own contribution, because its core and shell interact through the spring alone. Two properties of a cubic site are needed.

First, the undisplaced lattice exerts no force on a slightly displaced charge. The static field vanishes at the site by inversion symmetry. Its gradient is a symmetric tensor, which cubic symmetry makes proportional to the unit tensor. The trace is zero because the other ions have no charge density at the site. The whole gradient is therefore zero.

Second, to first order a charge $q$ displaced by $\mathbf s$ equals the undisplaced charge plus a dipole $q\mathbf s$. These dipoles produce the local field. Draw a sphere around the site, large compared with $r_0$ but small compared with the wavelength, so that the polarization $\mathbf P$ is uniform inside it. The macroscopic field $\mathbf E$ includes the field of the sphere treated as a continuum. That part must be replaced by the field of the actual dipoles.

A uniformly polarized sphere is a pair of balls with charge densities $\pm\rho$, displaced by $\pm\boldsymbol\delta/2$, where $\mathbf P=\rho\boldsymbol\delta$. The field inside a ball of density $\rho$ is $4\pi\rho\mathbf r/3$ from its centre, so the pair gives

$$\frac{4\pi\rho}{3}\left[\left(\mathbf r-\frac{\boldsymbol\delta}2\right)-\left(\mathbf r+\frac{\boldsymbol\delta}2\right)\right]=-\frac{4\pi}{3}\mathbf P .$$

Removing it adds $+4\pi\mathbf P/3$. The actual dipoles $\mathbf p$ of one sublattice contribute

$$\sum_{\mathbf r}\frac{3\mathbf r(\mathbf r\cdot\mathbf p)-r^2\mathbf p}{r^5}=0 ,$$

because in each group of sites at equal distance cubic symmetry replaces $r_ar_b$ by $r^2\delta_{ab}/3$. This holds for either sublattice seen from either kind of site. Both ions thus feel

$$\mathbf E_{loc}=\mathbf E+\frac{4\pi}{3}\mathbf P .$$

## 5. Eliminating the shells

All displacements are now taken along one direction. Let $u_i$ be the core displacements, $u=u_1-u_2$, and $w_i$ the shell displacements relative to their cores. The relative displacement of the two shells is

$$s=u+w_1-w_2 .$$

The force balances of the massless shells are

$$0=-k_1w_1-Rs+Y_1E_{loc},\qquad 0=-k_2w_2+Rs+Y_2E_{loc}.$$

They give

$$w_1=\frac{Y_1E_{loc}-Rs}{k_1},\qquad w_2=\frac{Y_2E_{loc}+Rs}{k_2}.$$

Inserting these into the definition of $s$,

$$s=u+dE_{loc}-Rs\left(\frac1{k_1}+\frac1{k_2}\right).$$

Move the last term to the left and write $s=Rs/R$. The factor multiplying $Rs$ is then $1/R+1/k_1+1/k_2=1/R_0$, so

$$Rs=R_0\left(u+dE_{loc}\right).$$

The constant $R_0$ is that of three springs in series: core to shell, shell to shell, shell to core.

**Equation of motion.** The cores obey $m_i\ddot u_i=k_iw_i+X_iE_{loc}$. Adding the shell balance of the same ion removes the internal spring force:

$$m_1\ddot u_1=-Rs+ZE_{loc},\qquad m_2\ddot u_2=Rs-ZE_{loc}.$$

Divide by the masses and subtract. With $1/\mu=1/m_1+1/m_2$,

$$\mu\ddot u=-Rs+ZE_{loc}=-R_0u+Z'E_{loc}. \tag{1}$$

**Polarization.** The dipole moment per cell is the sum of charge times displacement:

$$vP=\sum_i\left[X_iu_i+Y_i(u_i+w_i)\right]=Zu+Y_1w_1+Y_2w_2 .$$

Substituting $w_1$ and $w_2$,

$$vP=Zu+(\alpha_1+\alpha_2)E_{loc}-Rs\,d .$$

With $Rs=R_0(u+dE_{loc})$ this becomes

$$vP=(Z-R_0d)u+(\alpha_1+\alpha_2-R_0d^2)E_{loc}=Z'u+\alpha E_{loc}. \tag{2}$$

## 6. What the short-range forces change

With the cores clamped, $u=0$ and the polarizability per cell is $\alpha$. For $R>0$ the reduction $R_0d^2$ cannot be negative. It vanishes when $Y_1/k_1=Y_2/k_2$: both shells then move equally in the field, and no bond between them is strained.

Two limits show the content of the formula. If ion 1 is rigid, $k_1\to\infty$ at fixed $Y_1$, then $R_0=Rk_2/(R+k_2)$ and

$$\alpha=\frac{Y_2^2}{k_2}-\frac{Rk_2}{R+k_2}\frac{Y_2^2}{k_2^2}=\frac{Y_2^2}{k_2}\left(1-\frac{R}{R+k_2}\right)=\frac{Y_2^2}{k_2+R},$$

which is the fixed-cage result. If instead $R\to\infty$, then $R_0=k_1k_2/(k_1+k_2)$. The coefficient of $Y_1^2$ in $\alpha$ is

$$\frac1{k_1}-\frac{k_2}{k_1(k_1+k_2)}=\frac1{k_1+k_2},$$

that of $Y_2^2$ is the same by symmetry, and the cross term is $2Y_1Y_2/(k_1+k_2)$. Hence $\alpha=(Y_1+Y_2)^2/(k_1+k_2)$: the shells are locked together and move as one.

The forces also change the charge carried by an ionic displacement from $Z$ to $Z'$. Suppose both $Y_i$ are negative and the negative ion has the larger $|Y|/k$. Then $d>0$ and $Z'<Z$. For $u>0$ at zero local field, repulsion gives $w_1<0$ and $w_2>0$. The dipole $Y_2w_2$ opposes $Zu$ and outweighs $Y_1w_1$, which supports it. If the positive ion has the larger $|Y|/k$, then $d<0$ and $Z'>Z$.

## 7. The dielectric constants

For motion at frequency $\omega$, equation (1) gives

$$u=\frac{Z'E_{loc}}{R_0-\mu\omega^2}.$$

Equation (2) then becomes $vP=\alpha(\omega)E_{loc}$, with

$$\alpha(\omega)=\alpha+\frac{Z'^2}{R_0-\mu\omega^2}.$$

Let $x(\omega)=4\pi\alpha(\omega)/3v$. Multiplying $vP=\alpha(\omega)(E+4\pi P/3)$ by $4\pi/v$ gives

$$4\pi P=3x(\omega)E+x(\omega)\,4\pi P\quad\Rightarrow\quad 4\pi P=\frac{3x(\omega)}{1-x(\omega)}E .$$

Since $\varepsilon=1+4\pi P/E$,

$$\varepsilon(\omega)=\frac{1+2x(\omega)}{1-x(\omega)},\qquad\text{or}\qquad \frac{\varepsilon-1}{\varepsilon+2}=x(\omega),$$

which is the Clausius-Mossotti form.

Far above the lattice frequencies the cores cannot follow, $\alpha(\omega)\to\alpha$, and $\varepsilon\to\varepsilon_\infty$. Massless shells follow at any frequency, so for a real crystal this limit means frequencies that are still well below the electronic excitations. At $\omega=0$ the polarizability is $\alpha_0=\alpha+Z'^2/R_0$, which gives $\varepsilon_0$.

## 8. Optical frequencies and the Lyddane-Sachs-Teller relation

Consider a free wave of wavevector $\mathbf q$, long compared with the lattice spacing but with $q\gg\omega/c$, so that retardation can be neglected. Then $\mathbf q\times\mathbf E=0$, and without external charge $\mathbf q\cdot(\mathbf E+4\pi\mathbf P)=0$.

- Transverse wave, $\mathbf P\perp\mathbf q$: $\mathbf E$ is parallel to $\mathbf q$ and has no component along it, so $\mathbf E=0$ and $\mathbf E_{loc}=4\pi\mathbf P/3$.
- Longitudinal wave, $\mathbf P\parallel\mathbf q$: $\mathbf E=-4\pi\mathbf P$ and $\mathbf E_{loc}=-8\pi\mathbf P/3$.

Insert these fields into $vP=\alpha(\omega)E_{loc}$ and cancel $P\neq0$:

$$x(\omega_{TO})=1,\qquad x(\omega_{LO})=-\tfrac12 .$$

Because $x_0-x=4\pi Z'^2/(3vR_0)$, the function $x(\omega)$ can be written

$$x(\omega)=x+\frac{(x_0-x)R_0}{R_0-\mu\omega^2}.$$

The transverse condition gives $R_0-\mu\omega_{TO}^2=R_0(x_0-x)/(1-x)$, hence

$$\mu\omega_{TO}^2=R_0\,\frac{1-x_0}{1-x}.$$

The longitudinal condition gives $R_0-\mu\omega_{LO}^2=-2R_0(x_0-x)/(1+2x)$, hence

$$\mu\omega_{LO}^2=R_0\,\frac{1+2x_0}{1+2x}.$$

Dividing,

$$\frac{\omega_{LO}^2}{\omega_{TO}^2}=\frac{1+2x_0}{1-x_0}\,\frac{1-x}{1+2x}=\frac{\varepsilon_0}{\varepsilon_\infty}.$$

If $Z'=0$, the vibration carries no polarization. Equation (1) then gives $\mu\omega^2=R_0$ for both modes, and the relation reads $1=1$.

**Splitting.** The Born charge $Z^*$ is the dipole per cell and per unit $u$ at $E=0$. From (2), $vP=Z'u+x\,vP$, so

$$Z^*=\frac{Z'}{1-x}=\frac{Z'(\varepsilon_\infty+2)}3 .$$

In the difference of the two frequency formulas the numerator is $(1+2x_0)(1-x)-(1-x_0)(1+2x)=3(x_0-x)$. Therefore

$$\mu(\omega_{LO}^2-\omega_{TO}^2)=\frac{3R_0(x_0-x)}{(1+2x)(1-x)}=\frac{4\pi Z'^2}{v(1+2x)(1-x)}=\frac{4\pi Z^{*2}}{v\,\varepsilon_\infty}.$$

**Stability.** In the transverse mode the local-field force is $Z'E_{loc}=4\pi Z'^2u/[3v(1-x)]$. For $x<1$ it pushes the ions further from their equilibrium positions and so opposes the restoring force $-R_0u$. For $x>1$ the shells are unstable even with the cores clamped, and the positive value that the formula then gives for $\omega_{TO}^2$ does not indicate stability. As $x_0\to1$ from below with $x<1$, $\omega_{TO}\to0$ and $\varepsilon_0\to\infty$, while $\omega_{LO}$ stays finite. For $x_0>1$ the lattice is unstable, and the negative value of the formula for $\varepsilon_0$ is not the static response of a stable crystal.

## 9. A worked example

The parameters are round model values: $Z=1$, $r_0=2.8$ Å, $Y_1=-2$, $k_1=120$ eV/Å$^2$, $Y_2=-2.5$, $k_2=30$ eV/Å$^2$, and masses 25 and 35 u. Charges are in units of $e$. Intermediate values are printed rounded while each result is computed from unrounded values, so a last digit may differ by one from the printed arithmetic. In eV and Å each product of two charges is multiplied by $C=e^2/4\pi\epsilon_0=14.40$ eV Å, with $\epsilon_0$ here the vacuum permittivity.

**Force constants.** The repulsion is $V=Be^{-r/\rho}$ with $\rho=0.3$ Å. The static energy per ion pair is $-MCZ^2/r+6V(r)$, where the first term defines the Madelung constant $M=1.7476$. Zero pressure requires its derivative to vanish:

$$V'=-\frac{MCZ^2}{6r_0^2}=-0.535\ \text{eV/Å},\qquad V''=-\frac{V'}\rho=1.783\ \text{eV/Å}^2 .$$

Hence

$$R=2\left(1.783-\frac{2\times0.535}{2.8}\right)=2.802\ \text{eV/Å}^2,$$

$$R_0=\left(\frac1{2.802}+\frac1{120}+\frac1{30}\right)^{-1}=2.509\ \text{eV/Å}^2 .$$

**Electronic polarizability.** The free ions have

$$\alpha_1=\frac{14.40\times4}{120}=0.480\ \text{Å}^3,\qquad \alpha_2=\frac{14.40\times6.25}{30}=3.000\ \text{Å}^3 .$$

In a fixed cage the second value falls to $14.40\times6.25/32.80=2.744$ Å$^3$, which is 8.5% below the free ion. With both shells free, $d=-2/120+2.5/30=0.0667$ Å$^2$/eV (times $e$), and

$$\alpha=3.480-14.40\times2.509\times0.0667^2=3.480-0.161=3.319\ \text{Å}^3,$$

or 22.4 bohr$^3$. The reduction is 4.6% of the free-ion sum. In absolute terms, 0.161 Å$^3$ is smaller than the loss of the caged negative ion alone, $3.000-2.744=0.256$ Å$^3$. Both losses have the form $CR_0d^2$, the caged one being the rigid-neighbour limit with $R_0=Rk_2/(R+k_2)=2.56$ eV/Å$^2$ and $|d|=2.5/30=0.0833$. The shell of the positive ion moves the same way in the field, which lowers $|d|$ to 0.0667, so the bonds are strained less, while $R_0$ changes only to 2.51 eV/Å$^2$.

**Dielectric constants.** The remaining quantities are $Z'=1-2.509\times0.06667=0.8327$ and

$$\alpha_0=3.319+\frac{14.40\times0.8327^2}{2.509}=3.319+3.979=7.299\ \text{Å}^3 .$$

With $v=2r_0^3=43.90$ Å$^3$, $x=0.3167$ and $x_0=0.6964$. Therefore

$$\varepsilon_\infty=\frac{1.6334}{0.6833}=2.39,\qquad \varepsilon_0=\frac{2.3928}{0.3036}=7.88 .$$

Using $\alpha_1+\alpha_2$ without the reduction would give $\varepsilon_\infty=2.49$, which is 4% too high for this model.

**Phonons.** The mode stiffnesses are

$$\mu\omega_{TO}^2=2.509\times\frac{0.3036}{0.6833}=1.115\ \text{eV/Å}^2,$$

$$\mu\omega_{LO}^2=2.509\times\frac{2.3928}{1.6334}=3.676\ \text{eV/Å}^2 .$$

With $\mu=14.58$ u, the phonon energies are $\hbar\omega_{TO}=0.0179$ eV (4.32 THz) and $\hbar\omega_{LO}=0.0325$ eV (7.85 THz). The squared frequency ratio and $\varepsilon_0/\varepsilon_\infty$ are both 3.30. The Born charge is $Z^*=0.833/0.6833=1.22$: the local field raises it above $Z$ although $Z'$ lies below $Z$.

A softer repulsion, $\rho=0.5$ Å with the other inputs kept and $B$ again set by zero pressure, gives $x_0=1.20$ and $\mu\omega_{TO}^2=-0.39$ eV/Å$^2$. This model crystal is unstable against the transverse optical displacement.

The numerical check obtains the frequencies and dielectric constants from the full core-shell force-constant matrix with Ewald sums, without assuming the local-field formula, and agrees with the expressions derived here.

## Computed values

```
e^2/(4 pi eps0) = 14.3996 eV A
Z = 1.0 e
r0 = 2.8 A
rho = 0.3 A
Y1 = -2.0 e
k1 = 120.0 eV/A^2
m1 = 25.0 u
Y2 = -2.5 e
k2 = 30.0 eV/A^2
m2 = 35.0 u
reduced mass = 14.5833 u
cell volume v = 43.9040 A^3
Madelung constant = 1.7476
B from zero pressure = 1814.9 eV
V'(r0) = -0.5350 eV/A
V''(r0) = 1.7832 eV/A^2
R = 2.8021 eV/A^2
R0 = 2.5092 eV/A^2
d = Y1/k1 - Y2/k2 = 0.06667 e A^2/eV
free-ion alpha1 = 0.4800 A^3
free-ion alpha2 = 2.9999 A^3
alpha2, fixed cage = 2.7437 A^3
alpha1 + alpha2 = 3.4799 A^3
reduction R0 d^2 = 0.1606 A^3
alpha (electronic) = 3.3193 A^3
alpha (electronic) = 22.40 bohr^3
Z' = 0.8327 e
ionic part Z'^2/R0 = 3.9794 A^3
alpha0 (static) = 7.2987 A^3
x = 0.3167
x0 = 0.6964
eps_inf = 2.3904
eps_inf without reduction = 2.4911
eps_0 = 7.8800
Born charge Z* = 1.2187 e
mu w_TO^2 = 1.1150 eV/A^2
mu w_LO^2 = 3.6757 eV/A^2
hbar w_TO = 0.01788 eV
hbar w_LO = 0.03246 eV
w_TO/(2 pi) = 4.323 THz
w_LO/(2 pi) = 7.849 THz
lattice eps_inf = 2.3904
lattice eps_0 = 7.8800
lattice eps_0/eps_inf = 3.2965
lattice w_LO^2/w_TO^2 = 3.2965
unstable case: rho = 0.5 A
unstable case: x0 = 1.2048
unstable case: mu w_TO^2 = -0.3942 eV/A^2
largest relative deviation, lattice/formula = 1.4e-07
```
